\section*{Burstein–Moss Shift and Exchange in n-Type InAs}

\section{The problem}

An n-type InAs crystal holds a density $n$ of conduction electrons at zero temperature. They fill a sphere in $k$ space, and their charge is neutralized by a uniform positive background. The valence bands are full. Light lifts an electron from a valence state to an empty conduction state of the same wavevector; the photon wavevector is neglected.

Energies are measured from the conduction-band minimum of the undoped crystal. The highest valence band is the heavy-hole band, taken as parabolic:
\begin{equation}
E_v(k)=-E_g-\frac{\hbar^2k^2}{2m_v}. \label{hh}
\end{equation}
Use these rounded, rough input values for InAs: gap $E_g=420$ meV, conduction-band-edge mass $m_c=0.026\,m_0$, heavy-hole mass $m_v=0.40\,m_0$ and static dielectric constant $\varepsilon_r=15$. Further constants are $\hbar^2/2m_0=38.10$ meV\,nm$^2$ and $e^2/4\pi\varepsilon_0=1440$ meV\,nm.

The Fermi energy $E_F$ denotes the band energy of the highest filled state, before exchange is added. The Burstein--Moss shift $\Delta$ is the rise of the absorption edge above $E_g$ caused by band filling alone.

\section{Part (a): parabolic conduction band}

\textit{Question.} Find the Fermi wavenumber $k_F$. For $E_c(k)=\hbar^2k^2/2m_c$, find the absorption edge and express $\Delta$ through $E_F$.

\textit{Answer.} In a volume $V$ with periodic boundary conditions, each allowed wavevector occupies a volume $(2\pi)^3/V$ of $k$ space and holds two electrons of opposite spin. Hence
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=(3\pi^2n)^{1/3}. \label{kf}
\end{equation}
A vertical transition at $k$ costs
\begin{equation}
E_c(k)-E_v(k)=E_g+\frac{\hbar^2k^2}{2m_c}+\frac{\hbar^2k^2}{2m_v}.
\end{equation}
The valence energy enters with a minus sign, so the downward curvature of the valence band adds to the cost. Transitions with $k<k_F$ are blocked by the Pauli principle because their final states are full. The cost rises with $k$, so the cheapest allowed transition is at $k_F$. Define
\begin{equation}
e_0=\frac{\hbar^2k_F^2}{2m_c}. \label{e0}
\end{equation}
For the parabolic band $E_F=e_0$, and the valence term is $\hbar^2k_F^2/2m_v=(m_c/m_v)e_0$. Therefore
\begin{equation}
\Delta_{\rm par}=\left(1+\frac{m_c}{m_v}\right)E_F,\qquad E_F=e_0. \label{par}
\end{equation}
Since $k_F^2\propto n^{2/3}$, this shift grows as $n^{2/3}$. For a very heavy hole, $m_v\to\infty$, it reduces to $E_F$.

\section{Part (b): nonparabolic conduction band}

\textit{Question.} Let the conduction state mix with the light-hole state through the matrix
\begin{equation}
H(k)=\begin{pmatrix}0&Qk\\ Qk&-E_g\end{pmatrix}, \label{matrix}
\end{equation}
where the real constant $Q$ must reproduce the band-edge mass $m_c$. Find the dispersion and the Fermi energy at density $n$.

\textit{Answer.} The matrix is the limit of the eight-band Kane model for large spin--orbit splitting, with the free-electron kinetic term left out. The heavy-hole band does not couple to the conduction band in this limit, so its dispersion (\ref{hh}) is supplied separately.

The eigenvalues obey $\det(H-E)=0$:
\begin{equation}
(-E)(-E_g-E)-Q^2k^2=0
\quad\Longrightarrow\quad E(E+E_g)=Q^2k^2. \label{det}
\end{equation}
Near the band minimum $E\ll E_g$, so $E\simeq Q^2k^2/E_g$. This must equal $\hbar^2k^2/2m_c$, which fixes $Q^2=E_g\hbar^2/2m_c$. Dividing (\ref{det}) by $E_g$ then gives
\begin{equation}
E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2k^2}{2m_c}. \label{np}
\end{equation}
Nonparabolicity does not change $k_F$, since (\ref{kf}) only counts states. At $k=k_F$ the right side of (\ref{np}) is $e_0$, so
\begin{equation}
E_F^2+E_gE_F-E_ge_0=0.
\end{equation}
The conduction band needs the positive root:
\begin{equation}
E_F=\frac{E_g}{2}\left[\sqrt{1+\frac{4e_0}{E_g}}-1\right]. \label{ef}
\end{equation}
For $e_0\ll E_g$, the expansion $\sqrt{1+x}\simeq1+x/2-x^2/8$ with $x=4e_0/E_g$ yields $E_F\simeq e_0-e_0^2/E_g$. The parabolic value is recovered at low filling, and the first correction is negative: by (\ref{det}), $E=Q^2k^2/(E+E_g)$. The level repulsion supplies the whole dispersion, and its denominator $E+E_g$ grows with $E$, so the band lies below the parabola $Q^2k^2/E_g$.

\section{Part (c): the shift with nonparabolicity}

\textit{Question.} Can the prefactor found in part (a) be kept if the Fermi energy of part (b) is inserted? Check also that the light-hole band does not absorb at a lower energy.

\textit{Answer.} The prefactor cannot be kept. It came from writing the hole energy as $(m_c/m_v)E_F$, which assumed $E_F=e_0$. The hole energy is still $(m_c/m_v)e_0$, because the hole sits at the same $k_F$, but now $e_0=E_F(1+E_F/E_g)$ by (\ref{np}). Thus
\begin{equation}
\Delta_{\rm np}=E_F+\frac{\hbar^2k_F^2}{2m_v}
=E_F\left[1+\frac{m_c}{m_v}\left(1+\frac{E_F}{E_g}\right)\right]. \label{shift}
\end{equation}
Keeping the old prefactor would lose the term $(m_c/m_v)E_F^2/E_g$. Relative to $E_F$ this loss is $(m_c/m_v)E_F/E_g$, which is small when the hole is much heavier than the electron and $E_F$ is not far above $E_g$.

For the light hole, the two roots of (\ref{det}) add up to $-E_g$. If the conduction energy is $E_F$, the light-hole energy at $k_F$ is $-E_g-E_F$, and the transition costs
\begin{equation}
E_F-(-E_g-E_F)=E_g+2E_F. \label{lh}
\end{equation}
This exceeds the heavy-hole edge $E_g+\Delta_{\rm np}$ if
\begin{equation}
\frac{m_c}{m_v}\left(1+\frac{E_F}{E_g}\right)<1.
\end{equation}
The condition holds for the density treated in part (f), so the heavy-hole band sets the onset there.

\section{Part (d): the exchange lowering}

\textit{Question.} Add the exchange interaction among the conduction electrons to first order, without screening by those electrons. Take the cell-periodic functions of all conduction states of equal spin to have unit overlap, and neglect exchange between conduction electrons and valence states. Find the energy change at the band bottom and at $k_F$. Which one belongs in the absorption edge?

\textit{Answer.} The Coulomb energy $e^2/4\pi\varepsilon_0\varepsilon_rr$ has the Fourier transform $e^2/\varepsilon_0\varepsilon_rq^2$. The direct Coulomb energy of the uniform electron gas cancels against the positive background. Exchange acts between equal spins, so a state $\mathbf k$ is affected by one filled sphere, without a spin factor of two:
\begin{equation}
\Sigma(k)=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\,
\frac{e^2}{\varepsilon_0\varepsilon_r|\mathbf k-\mathbf k'|^2}. \label{sigma}
\end{equation}
Move the origin to $\mathbf k$ by setting $\mathbf q=\mathbf k'-\mathbf k$. The volume element $q^2dq\,d\Omega$ cancels the denominator $q^2$. The radial integral is then the length $\ell(\Omega)$, inside the Fermi sphere, of the ray that leaves $\mathbf k$ in the direction $\Omega$:
\begin{equation}
\Sigma(k)=-\frac{e^2}{8\pi^3\varepsilon_0\varepsilon_r}\int d\Omega\;\ell(\Omega). \label{rays}
\end{equation}

\textit{Band bottom.} From the centre every ray has length $k_F$, and the angular integral is $4\pi k_F$:
\begin{equation}
\Sigma(0)=-\frac{e^2k_F}{2\pi^2\varepsilon_0\varepsilon_r}.
\end{equation}

\textit{Fermi surface.} From a point on the surface, let $\theta$ be the angle between the ray and the inward normal. A ray with $\theta<\pi/2$ is a chord of length $2k_F\cos\theta$; the other rays leave the sphere at once. The angular integral is
\begin{equation}
2\pi\int_0^{\pi/2}2k_F\cos\theta\,\sin\theta\,d\theta
=4\pi k_F\cdot\frac12=2\pi k_F,
\end{equation}
which gives
\begin{equation}
\Sigma(k_F)=-X,\qquad
X=\frac{e^2k_F}{4\pi^2\varepsilon_0\varepsilon_r}
=\frac{e^2}{4\pi\varepsilon_0}\,\frac{k_F}{\pi\varepsilon_r}. \label{X}
\end{equation}

Both changes are proportional to $k_F$ and hence to $n^{1/3}$, but the one at the Fermi surface is half the one at the bottom. The bottom value is the exchange shrinkage of the gap between the band extrema. The absorbed photon, however, puts its electron at $k_F$. The edge must therefore be lowered by $X$, provided the onset stays at $k_F$.

\section{Part (e): the onset with exchange}

\textit{Question.} Show that exchange leaves the onset at $k_F$, and state the edge.

\textit{Answer.} It suffices that $\Sigma(k)$ rises with $k$, because the band part of the transition energy rises already.

Start inside the sphere. Let $\mu$ be the cosine of the angle between the ray and $\mathbf k$. The ray ends where $|\mathbf k+\mathbf q|=k_F$, that is, where $\ell^2+2k\mu\ell+k^2-k_F^2=0$. The nonnegative root is
\begin{equation}
\ell=-k\mu+\sqrt{k_F^2-k^2(1-\mu^2)}.
\end{equation}
The first term is odd in $\mu$ and integrates to zero over $-1\le\mu\le1$. The square root falls as $k$ grows, for every $|\mu|<1$. The angular integral therefore falls, and $\Sigma$, which carries a minus sign, rises.

Outside the sphere, let $\theta$ be the angle between the ray and the direction to the centre. A ray hits the sphere if $\theta<\pi/2$ and $\sin\theta<k_F/k$, and its chord is $2\sqrt{k_F^2-k^2\sin^2\theta}$. As $k$ grows, the cone of hitting rays narrows and the chord at each fixed $\theta\neq0$ shortens. Again $\Sigma$ rises.

The conduction energy with exchange thus still increases with $k$. The lowest states still fill the same sphere, and the cheapest unblocked transition is still at its surface:
\begin{equation}
E_{\rm edge}=E_g+\Delta-X. \label{edge}
\end{equation}

\section{Part (f): numbers for $n=10^{18}$ cm$^{-3}$}

\textit{Question.} Evaluate the shift with and without nonparabolicity, subtract the exchange term, and give the absorption edge.

\textit{Answer.} The density is $10^{-3}$ nm$^{-3}$, so
\begin{equation}
k_F=(3\pi^2\times10^{-3})^{1/3}\ {\rm nm}^{-1}=0.3094\ {\rm nm}^{-1}.
\end{equation}
The parabolic Fermi energy and the hole energy are
\begin{align}
e_0&=\frac{38.10\times0.3094^2}{0.026}\ {\rm meV}\simeq140\ {\rm meV},\\
\frac{\hbar^2k_F^2}{2m_v}&=\frac{38.10\times0.3094^2}{0.40}\ {\rm meV}\simeq9\ {\rm meV}.
\end{align}
The nonparabolic Fermi energy follows from (\ref{ef}):
\begin{equation}
E_F=210\left[\sqrt{1+\frac{4\times140}{420}}-1\right]{\rm meV}\simeq111\ {\rm meV}.
\end{equation}
The band-filling shifts are
\begin{align}
\Delta_{\rm par}&=140+9=149\ {\rm meV},\\
\Delta_{\rm np}&=111+9=120\ {\rm meV}.
\end{align}
The old prefactor with the new Fermi energy would give 118 meV, about 2 meV below $\Delta_{\rm np}$. The condition for the heavy-hole onset holds, since $0.065\times(1+0.264)\simeq0.08<1$. Before exchange, the light-hole edge is at 642 meV and the heavy-hole edge at 540 meV; exchange lowers both by the same $X$, because they share the final state.

The exchange term is
\begin{equation}
X=\frac{1440\times0.3094}{\pi\times15}\ {\rm meV}\simeq9\ {\rm meV}.
\end{equation}
The net shifts are therefore
\begin{align}
\Delta_{\rm par}-X&\simeq140\ {\rm meV},\\
\Delta_{\rm np}-X&\simeq111\ {\rm meV}.
\end{align}
The nonparabolic edge is $420+111=531$ meV (530.6 meV before rounding, a wavelength of 2.34 $\mu$m); the parabolic edge would be 560 meV. Subtracting the band-bottom value of 19 meV instead of $X$ would give a net shift of 101 meV, too low by $X$ within this model.

\section{Part (g): density dependence and validity}

\textit{Question.} How does the balance of the terms change with density, and how far can the result be trusted?

\textit{Answer.} The table lists energies in meV, each rounded separately.

\begin{center}
\begin{tabular}{ccccc}
$n$ (cm$^{-3}$) & $\Delta_{\rm par}$ & $\Delta_{\rm np}$ & $X$ & $\Delta_{\rm np}-X$\\
\hline
$1\times10^{17}$ & 32 & 30 & 4 & 26\\
$3\times10^{17}$ & 67 & 60 & 6 & 53\\
$1\times10^{18}$ & 149 & 120 & 9 & 111\\
$3\times10^{18}$ & 311 & 217 & 14 & 204
\end{tabular}
\end{center}

At $10^{17}$ cm$^{-3}$ exchange matters more than nonparabolicity: 4 meV against 2 meV. At $3\times10^{18}$ cm$^{-3}$ nonparabolicity lowers the shift by 94 meV and exchange by 14 meV. The leading nonparabolic correction found in part (b), $e_0^2/E_g$, grows as $n^{4/3}$, whereas $X$ grows as $n^{1/3}$. The $n^{4/3}$ law holds only for $e_0\ll E_g$. At $3\times10^{18}$ cm$^{-3}$, where $e_0\simeq0.7E_g$, it would give about 200 meV instead of the 94 meV from the exact root (\ref{ef}).

\textit{Size of exchange.} Define the effective Bohr radius $a^*=4\pi\varepsilon_0\varepsilon_r\hbar^2/m_ce^2$, which is 30.5 nm here, and let $r_s$ be the radius of a sphere holding one electron on average, divided by $a^*$. Then (\ref{X}) reads $X=\hbar^2k_F/(\pi m_ca^*)$, and
\begin{equation}
\frac{X}{e_0}=\frac{2}{\pi k_Fa^*}
=\frac{2}{\pi}\left(\frac{4}{9\pi}\right)^{1/3}r_s,
\end{equation}
because $4\pi(r_sa^*)^3/3=1/n=3\pi^2/k_F^3$ gives $k_Fa^*r_s=(9\pi/4)^{1/3}$. At $10^{18}$ cm$^{-3}$, $r_s\simeq0.20$, so exchange is a small correction to the kinetic energy. This does not show that the neglected correlation is small compared with $X$.

\textit{Band model.} An eight-band Kane calculation with a spin--orbit splitting of 390 meV and the free-electron term gives $E_F\simeq114$ meV at $10^{18}$ cm$^{-3}$. This is about 3 meV, or 3\% of the two-band value, above the 111 meV used here. At $3\times10^{18}$ cm$^{-3}$ the difference is about 9 meV. That calculation omits remote bands, and the sign of the difference depends on them. With InAs Luttinger parameters ($\gamma_1=20$, $\gamma_2=8.5$, $\gamma_3=9.2$) for the valence block and the same $m_c$, $E_F$ is about 108 meV at $10^{18}$ cm$^{-3}$ and about 190 meV at $3\times10^{18}$ cm$^{-3}$, below the two-band values of 111 and 198 meV. The band-model uncertainty is thus a sizeable fraction of $X$ at both densities, with either sign. The heavy-hole band is also warped: these parameters give a mass of $0.33\,m_0$ along [001] and $0.63\,m_0$ along [111]. The hole energy at $10^{18}$ cm$^{-3}$ then ranges from about 11 to 6 meV, and the onset lies along [111], about 3 meV below the value from the isotropic mass.

\textit{Unit overlap.} The second row of (\ref{matrix}) gives the ratio of the valence-like to the conduction-like amplitude as $Qk/(E+E_g)$. With $Q^2k^2=E(E+E_g)$, the valence-like, or $p$, weight at $k_F$ is
\begin{equation}
\frac{Q^2k_F^2}{(E_F+E_g)^2+Q^2k_F^2}=\frac{E_F}{E_g+2E_F}\simeq0.17 .
\end{equation}
The states at $k_F$ therefore differ noticeably from those at the band bottom, and unit overlap is an approximation. True squared overlaps do not exceed one, which would reduce the lowering of the conduction state. Exchange with the conduction electrons would also lower the valence state. Within first-order unscreened exchange, both effects make the reduction of the edge smaller than $X$; with eight-band Kane eigenvectors, summed over both spin partners, the net reduction at $10^{18}$ cm$^{-3}$ is about 8 meV instead of 9.5 meV.

\textit{Omitted physics.} The result leaves out correlation, including the response of the electron gas to the hole, as well as impurity shifts and the electron--hole attraction. These are not all small compared with $X$. At $10^{18}$ cm$^{-3}$ the correlation shift of the electron at the Fermi level is only about 0.4 meV, but a random-phase estimate of the screening of the hole by the electron gas gives 4 to 5 meV, about half of $X$, in the direction of a lower edge. Impurity shifts and the electron--hole attraction are not estimated here. The static dielectric constant also assumes that the lattice follows the electrons fully. This is doubtful at $10^{18}$ cm$^{-3}$, where $E_F$ is well above the optical phonon energy of InAs, about 30 meV. With the high-frequency dielectric constant, about 12, $X$ would be about 12 meV instead of 9 meV. The sharp edge requires $E_F\gg k_BT$. At room temperature, where $k_BT\simeq26$ meV, this fails at $10^{17}$ cm$^{-3}$, since $E_F\simeq28$ meV there. Even at $10^{18}$ cm$^{-3}$, $E_F$ is then only about $4k_BT$, and the occupation falls from 90\% to 10\% over about 110 meV. The input gap of 420 meV is a low-temperature value; at room temperature it is about 350 meV. The 531 meV is thus the edge of the stated model, not a prediction of a measured threshold. The numerical check tests the dispersion, both exchange values and the position of the onset.

\section*{Calculated quantities}
\begin{verbatim}
Inputs (rounded, rough InAs values)
gap Eg = 420 meV, spin-orbit = 390 meV
mc = 0.026 m0, mv = 0.40 m0, epsr = 15
hbar^2/(2 m0) = 38.100 meV nm^2
e^2/(4 pi eps0) = 1439.96 meV nm
Main case: n = 1.0e+18 cm^-3
kF = 0.3094 nm^-1
mc/mv = 0.0650
EF parabolic (= e0) = 140.25 meV
EF nonparabolic = 110.94 meV
EF/Eg nonparabolic = 0.2641
heavy-hole energy at kF = 9.12 meV
shift parabolic = 149.36 meV
shift nonparabolic = 120.06 meV
(1+mc/mv)*EF with nonparabolic EF = 118.15 meV
exchange lowering, band bottom = 18.91 meV
exchange lowering at kF, X = 9.45 meV
net shift parabolic = 139.91 meV
net shift nonparabolic = 110.61 meV
net nonparabolic if bottom value subtracted = 101.15 meV
edge parabolic = 559.9 meV
edge nonparabolic = 530.6 meV = 2.337 micrometre
onset found by search = 530.6 meV
light-hole edge without exchange = 641.9 meV
effective Bohr radius = 30.53 nm, rs = 0.203
p weight of conduction state at kF = 0.173
EF eight-band Kane = 114.26 meV
Table, energies in meV; net = nonparabolic shift - X
n (cm^-3)  par.shift  nonpar.shift     X     net  EF2band  EF8band
1e+17        32.18        30.27     4.39   25.88    28.31    28.56
3e+17        66.94        59.60     6.33   53.27    55.51    56.44
1e+18       149.36       120.06     9.45  110.61   110.94   114.26
3e+18       310.69       217.16    13.63  203.53   198.20   207.41
\end{verbatim}
